\section*{Roughness and Dynamic Exponents of the One-Dimensional KPZ Equation}

A growing edge whose smoothing time is extrapolated with the ordinary diffusion law can have the right roughness and a badly wrong clock. In the model edge treated below, linear theory says that an undulation of wavelength $1.15\times10^{5}$ Å loses half its correlation while the edge advances $9.3\times10^{7}$ Å. Simulation of a lattice form of the full equation gives about $3.6\times10^{6}$ Å, smaller by a factor of about 26; both of these numbers carry a sampling uncertainty of 5 to 10%. Counting powers in the equation of motion does not repair this, because its terms ask for incompatible exponents. Two properties of the equation, a known stationary measure and a tilt symmetry, show which of these demands survive at large scales, provided that a scaling limit exists.

The equation is the Kardar-Parisi-Zhang (KPZ) equation for a height $h(x,t)$ above a line,
\begin{equation}
h_t=\nu h_{xx}+\frac{\lambda}{2}h_x^2+\eta,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'),
\end{equation}
where subscripts $x$ and $t$ denote derivatives, $\eta$ is Gaussian with zero mean, and $\nu,D>0$. I take $\lambda>0$; the replacement $h\to-h$ covers the other sign. A physical realization is the edge of a thin layer that advances in its own plane. Let its normal speed be $M(f+\gamma\kappa)$, with mobility $M$, driving force $f$ per area, isotropic line tension $\gamma$ and curvature $\kappa=h_{xx}/(1+h_x^2)^{3/2}$. The vertical speed is the normal speed times $(1+h_x^2)^{1/2}$, so for small slopes
\begin{equation}
h_t\simeq Mf\left(1+\tfrac12h_x^2\right)+M\gamma h_{xx}+\eta .
\end{equation}
Removing the uniform advance $Mft$ leaves the KPZ equation with $\lambda=Mf$ and $\nu=M\gamma$. If the noise is thermal, the undriven edge must have Boltzmann weight $\exp[-(\gamma/2k_BT)\int h_x^2dx]$. The stationary measure found below then requires $D=Mk_BT$. A speed linear in $f$ together with thermal noise also requires the driving energy per attached atom to be well below $k_BT$. Shot noise from the arriving material is left out. The algebra is classical: in atomic units temperature enters as an energy, and $\hbar$ does not appear.

The ratio that sets the roughness is $A=D/\nu$, here $k_BT/\gamma$. The claim is that the weight $\exp[-(1/2A)\int h_x^2dx]$ is stationary for every $\lambda$. Since $h_x^2$ is singular for such rough profiles, the claim needs a regularization. Take $N$ sites with spacing $a$ on a ring of length $L=Na$, and define
\begin{equation}
u_i=\frac{h_i-h_{i-1}}{a},\qquad
N_i=\frac{u_i^2+u_iu_{i+1}+u_{i+1}^2}{3}.
\end{equation}
For a smooth profile $N_i$ tends to $h_x^2$. The lattice equation is
\begin{equation}
\dot h_i=F_i+\xi_i,\qquad F_i=\frac{\nu}{a}(u_{i+1}-u_i)+\frac{\lambda}{2}N_i,\qquad
\langle\xi_i(t)\xi_j(t')\rangle=\frac{2D}{a}\delta_{ij}\delta(t-t'),
\end{equation}
where $1/a$ replaces the spatial delta function at coincident sites. With $\partial_i=\partial/\partial h_i$, the probability density obeys the Fokker-Planck equation
\begin{equation}
\partial_tP=-\sum_i\partial_i(F_iP)+\frac{D}{a}\sum_i\partial_i^2P .
\end{equation}

Insert $P_0=\exp[-(a/2A)\sum_iu_i^2]$. The height $h_i$ enters $u_i$ with derivative $1/a$ and $u_{i+1}$ with derivative $-1/a$, so
\begin{equation}
\partial_i\ln P_0=-\frac{a}{2A}\left(\frac{2u_i}{a}-\frac{2u_{i+1}}{a}\right)=\frac{u_{i+1}-u_i}{A}.
\end{equation}
Because $\nu=D/A$, the linear drift times $P_0$ equals $(D/a)\partial_iP_0$. It cancels the noise term site by site. What remains is
\begin{equation}
\partial_tP_0=-\frac{\lambda}{2}P_0\left[\sum_i\partial_iN_i+\frac1A\sum_iN_i(u_{i+1}-u_i)\right].
\end{equation}
Both sums telescope around the ring:
\begin{align}
\partial_iN_i&=\frac{(2u_i+u_{i+1})-(u_i+2u_{i+1})}{3a}=\frac{u_i-u_{i+1}}{3a},\\
N_i(u_{i+1}-u_i)&=\frac{u_{i+1}^3-u_i^3}{3}.
\end{align}
Hence $\partial_tP_0=0$. The weight does not restrict the mean height, which wanders freely; it is the stationary measure of the slopes, or equivalently of the shape.

The second sum is the lattice form of $\int h_x^2h_{xx}dx=\int(h_x^3/3)_xdx=0$, and the discretization matters. If $N_i$ is replaced by the squared central difference $(u_i+u_{i+1})^2/4$, the first sum still vanishes, but the second becomes
\begin{equation}
\frac14\sum_i(u_{i+1}-u_i)(u_{i+1}+u_i)^2=\frac14\sum_iu_iu_{i+1}(u_{i+1}-u_i),
\end{equation}
which is not zero in general, so $P_0$ is then not stationary.

Dimension matters too. For $h=\cos x+\cos y+\cos(x+y)$ the cross terms of $|\nabla h|^2$ contain $\cos x+\cos y$, while $\nabla^2h=-\cos x-\cos y-2\cos(x+y)$. No other terms of $|\nabla h|^2$ share a wave vector with $\nabla^2h$, so the average of $|\nabla h|^2\nabla^2h$ is $-\tfrac12-\tfrac12=-1$. The corresponding Gaussian weight is therefore not preserved by the two-dimensional equation, and the value of $\alpha$ found next cannot be carried over to a surface.

Under $P_0$ the height steps $au_i$ are independent Gaussian variables of variance $Aa$, conditioned to sum to zero around the ring. Such steps can be made from independent ones by subtracting their mean. If $S_r$ is the sum of $r$ independent steps, the height difference over $r$ sites is $S_r-(r/N)S_N$, with variance
\begin{equation}
G_r=Aa\left(r-\frac{2r^2}{N}+\frac{r^2}{N}\right)=Aa\left(r-\frac{r^2}{N}\right).
\end{equation}
The mean square width about the average height is half the mean of $G_r$ over all pairs of sites:
\begin{align}
w^2&=\frac{1}{2N}\sum_{r=0}^{N-1}G_r
=\frac{Aa}{2N}\left[\frac{N(N-1)}{2}-\frac{(N-1)(2N-1)}{6}\right]\nonumber\\
&=\frac{Aa(N^2-1)}{12N}=\frac{AL}{12}\left(1-\frac1{N^2}\right).
\end{align}
Thus $w\propto L^{1/2}$ for large $N$, and the roughness exponent defined by $w\propto L^\alpha$ is $\alpha=1/2$. The coefficient $\lambda$ has dropped out. A measurement of the stationary width therefore cannot tell a KPZ edge from a linear one; the difference lies in the dynamics.

The second property concerns a tilt. Given a solution $h$, set $y=x+\lambda\varepsilon t$ and
\begin{equation}
h'(x,t)=h(y,t)+\varepsilon x+\frac{\lambda\varepsilon^2}{2}t .
\end{equation}
On a ring this means that $h'$ rises by $\varepsilon L$ per turn while its slope stays periodic. The chain rule gives
\begin{align}
h'_t&=h_t+\lambda\varepsilon h_y+\tfrac12\lambda\varepsilon^2,\\
\tfrac{\lambda}{2}(h'_x)^2&=\tfrac{\lambda}{2}h_y^2+\lambda\varepsilon h_y+\tfrac12\lambda\varepsilon^2,
\end{align}
and $h'_{xx}=h_{yy}$. On subtraction the terms in $\varepsilon$ cancel, so $h'$ solves the KPZ equation with the same $\nu$ and $\lambda$ and with noise $\eta(y,t)$. The covariance of that noise is
\begin{equation}
2D\,\delta\bigl(x-x'+\lambda\varepsilon(t-t')\bigr)\delta(t-t')=2D\,\delta(x-x')\delta(t-t'),
\end{equation}
since the second delta function sets $t=t'$ in the first. The tilted edge therefore has the same fluctuations as the level one, carried along at velocity $-\lambda\varepsilon$. In terms of the slope $u=h_x$, a tilt adds a constant to $u$ and a change of frame removes it, which is why the symmetry is called Galilean.

White noise in time is essential to this step. Suppose that the noise has a Gaussian spatial correlation of length $\ell_c$ and an exponential memory $\tau$. In a frame of speed $v$, its time-integrated covariance at a fixed point, relative to that at rest, is
\begin{equation}
R=\int_0^\infty e^{-s-m^2s^2/2}\,ds,\qquad m=\frac{v\tau}{\ell_c}.
\end{equation}
This equals 1 for $m=0$, but it is 0.656 for $m=1$. A tilted edge then feels a different noise from a level one, and the exact symmetry is lost. The difference is confined to short scales: at wave number $q$ the time-integrated noise strength changes by the factor $1/[1+(qv\tau)^2]$, which tends to 1 as $q\to0$. This example therefore does not show that a finite memory alters the large-scale exponents.

The symmetry fixes the meaning of $\lambda$ at large scales: it is the drift speed of fluctuations per unit mean slope, whatever the fluctuations do. The lattice measure shows the same thing through the growth rate. In a stationary state of mean slope $\varepsilon$, write $u_i=\varepsilon+\tilde u_i$, where the law of $\tilde u_i$ does not depend on $\varepsilon$ and has zero mean. Then $\langle N_i\rangle=\varepsilon^2+\text{const}$, and the mean growth rate is
\begin{equation}
V(\varepsilon)=V(0)+\frac{\lambda}{2}\varepsilon^2 .
\end{equation}
The macroscopic curvature of $V$ is the bare $\lambda$. No such statement holds for $\nu$, which fluctuations are free to change.

To see what this implies for time scales, view the edge through a coarser lens. With $x=bX$ and $t=b^zT$, define $h_b(X,T)=b^{-\alpha}h(bX,b^zT)$. Then $\partial_Th_b=b^{z-\alpha}h_t$, $h_{xx}=b^{\alpha-2}\partial_X^2h_b$ and $h_x^2=b^{2\alpha-2}(\partial_Xh_b)^2$. The rescaled noise $b^{z-\alpha}\eta$ has a covariance multiplied by $b^{2z-2\alpha}$ from its amplitude and by $b^{-1-z}$ from the two delta functions. Thus $h_b$ obeys a KPZ equation with
\begin{equation}
\nu_b=b^{z-2}\nu,\qquad \lambda_b=b^{\alpha+z-2}\lambda,\qquad D_b=b^{z-2\alpha-1}D .
\end{equation}
Holding all three coefficients fixed would need $z=2$, $\alpha+z=2$ and $z=2\alpha+1$. The first two give $\alpha=0$, the first and third $\alpha=1/2$. This is the incompatibility met by power counting. The stationary measure demands less: it needs only the ratio $D_b/\nu_b=b^{1-2\alpha}A$ to stay fixed, which again gives $\alpha=1/2$.

The two properties do not yet determine $z$. The case $\lambda=0$ makes this plain: the measure is the same, the tilt symmetry holds trivially, and each Fourier mode decays at the rate $\nu q^2$, so $z=2$. A further assumption is needed. I assume that for $\lambda\neq0$ the rescaled edge $h_b$ has a limit in law as $b\to\infty$, with nontrivial time dependence, in which the drift speed per unit slope is finite and nonzero. By the tilt symmetry this speed per slope is $\lambda_b$, with no correction from fluctuations. Hence $b^{\alpha+z-2}$ must neither vanish nor diverge, and
\begin{equation}
\alpha+z=2,\qquad \alpha=\frac12\quad\Longrightarrow\quad z=\frac32 .
\end{equation}
This is a derivation under a scaling hypothesis, not a proof that the limit exists. The hypothesis is supported by the failure of the linear alternative: at $\alpha=1/2$, $z=2$ the coefficient $\lambda_b=b^{1/2}\lambda$ grows with scale, so a small nonlinearity does not stay small.

The same exponent follows from a physical estimate. Over a length $\ell$ the height typically changes by $(A\ell)^{1/2}$, so the typical slope is $(A/\ell)^{1/2}$. This slope acts as a local tilt and carries smaller features at speed $\lambda(A/\ell)^{1/2}$. They cross the length $\ell$ in a time
\begin{equation}
t_\ell\sim\frac{\ell}{\lambda(A/\ell)^{1/2}}=\frac{\ell^{3/2}}{\lambda A^{1/2}} .
\end{equation}
An effective diffusivity $\ell^2/t_\ell\sim\lambda(A\ell)^{1/2}$ therefore grows with scale, while the bare coefficient $\nu$ stays fixed. The two are equal at
\begin{equation}
\ell_*=\frac{\nu^2}{\lambda^2A},
\end{equation}
up to a numerical factor that this estimate does not supply. The factor is large if $\ell$ is read as a wavelength: equating $\nu q^2$ to the decay rate found in the simulation below puts the crossover between about $24\,\ell_*$ and $31\,\ell_*$, depending on the mode used. Well below $\ell_*$ the edge relaxes almost linearly, and well above it the exponent $3/2$ is expected. For $\lambda\to0$ the length $\ell_*$ diverges and the linear law takes over at every finite scale.

If growth from a flat start obeys the same scaling, the correlated length increases as $t^{1/z}$ and the width as $t^{\alpha/z}=t^{1/3}$, until the correlated length reaches $L$. Deposition with shadowing lies outside the argument: there the growth rate depends on distant heights, and the local equation used here no longer applies.

For numbers, take the round model parameters $k_BT=0.05$ eV, $\gamma=0.05$ eV/Å and $f=0.02$ eV/Å$^2$. They give $A=0.05/0.05=1$ Å, $\lambda/\nu=f/\gamma=0.4$ Å$^{-1}$ and $\ell_*=1/(0.4^2\times1)=6.25$ Å. The ring has 256 sites at a spacing of 900 Å, so $L=230\,400$ Å. The parameters are those of the lattice equation at this spacing and do not describe a particular material. Carried down to atomic scale they would leave the range of the edge model: the typical slope $(A/\ell)^{1/2}$ is already 0.4 at $\ell=\ell_*$, and the driving energy for an atomic area of 5 Å$^2$ is 0.1 eV, twice $k_BT$. Here $\ell_*$ is therefore a length of the KPZ equation, not a predicted crossover for a real edge. The root mean square lattice slope is $(A/a)^{1/2}=1/30$, which is small, as the model requires. The strength of the nonlinearity at the lattice scale is $\lambda(Aa)^{1/2}/\nu=0.4\times30=12$.

The width formula gives $w=(230\,400/12)^{1/2}\approx138.6$ Å, or about 262 bohr. A ring of one quarter the length has $w\approx69.3$ Å, half as much. These widths were tested against the covariance matrix of the Gaussian weight.

The dynamics was simulated with 64 replicas started in the stationary measure, half of them with a mean tilt of 0.0167. The slope variance about the mean tilt, averaged over the run, was 0.996 of $A/a$. This is the Gaussian value on the ring, where the fixed sum of the slopes reduces the variance by the factor $1-1/N=0.996$. For each slow mode, the half-decay time $t_{1/2}$ is the lag at which the magnitude of its normalized time correlation falls to one half. Since $\lambda=Mf$ is the speed of a flat edge, time can be stated as the advance $\lambda t$, and the mobility drops out.

In the tilted replicas the drift speed, measured on the three longest recorded waves, was 0.996 of $\lambda\varepsilon$, well inside the 6% allowed for sampling error. Over all six recorded modes the damping rate, defined as $\ln2/t_{1/2}$, exceeded the bare $\nu q^2$ by factors from 10 at wavelength $19\,200$ Å to 26 at $115\,200$ Å. So $\lambda$ kept its bare value while the effective diffusivity did not, and the latter was larger at longer wavelengths.

If $z=3/2$, the combination $\lambda t_{1/2}A^{1/2}q^{3/2}$ should not depend on wavelength. At $57\,600$ Å, $q=2\pi/57\,600=1.09\times10^{-4}$ Å$^{-1}$ and the advance is $1.18\times10^6$ Å, which gives
\begin{equation}
1.18\times10^6\times(1.09\times10^{-4})^{3/2}\approx1.34 .
\end{equation}
Over the six modes the combination lies between 1.34 and 1.55, while the advance itself changes by a factor of 14. Linear theory would have changed it by $6^2=36$.

The fitted exponent is $z=1.444$ with a jackknife error of 0.017. It lies far from the linear value 2 and within the tolerance of 0.15 set for the test, but it is also about three jackknife errors below $3/2$. That error measures the scatter between replicas and not the systematic effect of finite wavelength. The combination for a single wave also carries sampling error, largest for the slow modes, so the low value 1.34 at $57\,600$ Å is not by itself evidence of a trend. From $38\,400$ down to $19\,200$ Å the combination rises from 1.40 to 1.55, which pulls the fitted $z$ below $3/2$. Simply adding the bare rate $\nu q^2$ to a scaling decay rate would lower the combination at short wavelengths, so such a sum does not account for the rise. The rise depends on the lattice spacing. On a ring of the same length, the combination at $19\,200$ Å is about 1.9 for a spacing of 1800 Å and $1.44\pm0.04$ for 450 Å, and the fitted $z$ moves from about 1.28 to $1.54\pm0.03$. The short-wavelength values and the fitted exponent at 900 Å are therefore not converged in the spacing, and the rise is mainly a lattice effect. The data thus support strongly enhanced, nondiffusive relaxation with an exponent near $3/2$, and they do not by themselves establish the asymptotic value. The individual modes are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
thermal energy kT = 0.050 eV
line tension gamma = 0.050 eV/angstrom
driving force f = 0.020 eV/angstrom^2
A = D/nu = 1.000 angstrom
lam/nu = 0.400 1/angstrom
length nu^2/(lam^2 A) = 6.25 angstrom
lattice spacing = 900 angstrom, sites = 256
ring length L = 230400 angstrom
dimensionless coupling g = 12.00
rms lattice slope = 0.0333 (no unit)
mean h_x^2 h_xx, 1D test profile = 1.4e-15 (no unit)
mean |grad h|^2 lap h, 2D profile = -1.000 (no unit)
moving-frame noise ratio, memory 0.001 = 0.999999
moving-frame noise ratio, memory 1 = 0.6557
width, L = 57600 angstrom: 69.27 angstrom
width, L = 115200 angstrom: 97.98 angstrom
width, L = 230400 angstrom: 138.56 angstrom
width of largest ring = 261.85 bohr
alpha from widths = 0.50008
simulation: 64 replicas, 6000 steps of 0.02 a^2/nu
simulated slope variance / Gaussian value = 0.9961
simulated slow-mode power / Gaussian value = 1.008
mean tilt of tilted replicas = 0.0167 (no unit)
measured tilt velocity / (lam eps) = 0.9958
half-decay time, tilted / untilted = 0.971
columns: wavelength (angstrom), half-decay advance (angstrom),
  linear-theory advance (angstrom), damping/(nu q^2), prefactor
     115200 3.566e+06 9.320e+07  26.14 1.436
      76800 2.001e+06 4.142e+07  20.70 1.481
      57600 1.180e+06 2.330e+07  19.74 1.345
      38400 6.699e+05 1.036e+07  15.46 1.402
      28800 4.481e+05 5.825e+06  13.00 1.444
      19200 2.609e+05 2.589e+06   9.92 1.545
fitted z = 1.444, jackknife error = 0.017
beta = alpha/z from measured values = 0.346
\end{verbatim}
